# Relaxed Drude Oscillators Give Induction but No Dispersion

Two model atoms, each a charge on a spring, stand 10 bohr apart. When the charges are pulled aside and then allowed to settle into their energy minimum, a numerical minimization leaves an interaction energy of $1.8\times10^{-14}$ hartree in magnitude. This is numerical residue. The minimizer stops with displacements of about $10^{-8}$ bohr left over; the energy these store in the springs and the rounding error of the computed energy are both of the order of $10^{-14}$ hartree. At exactly zero displacement the energy is zero. When the same model, with dipole coupling, is treated by quantum mechanics, its ground state has an interaction energy of $-3.75\times10^{-5}$ hartree. Both treatments use the same polarizability and the same distance. Why does one of them find nothing?

## The belief and its appeal

The belief at issue is this: a polarizable model built from Drude oscillators contains dispersion as soon as the oscillators are allowed to polarize each other self-consistently.

There are good reasons to find it plausible. London's dispersion energy can be derived from a pair of Drude oscillators, as is done below. The polarizability that governs induction also appears, squared, in the dispersion energy. And dispersion can be described in words that sound like self-consistent polarization: a momentary dipole on one atom induces a dipole on the other, and the two attract.

The weak point is the word "momentary". Something must supply the first dipole and keep supplying it. Relaxation to the minimum removes it.

## The model

I use atomic units, in which $4\pi\epsilon_0=1$ and $\hbar=1$, but keep $\hbar$ visible in the formulas. Each atom has a fixed core and a mobile particle of opposite charge, bound to the core by an isotropic spring of constant $k$. If the mobile charge $q$ is displaced by $\mathbf d$, the dipole is $\boldsymbol\mu=q\mathbf d$ and the spring energy is

$$\tfrac12 k d^2=\frac{\mu^2}{2\alpha},\qquad \alpha=\frac{q^2}{k}.$$

In a static field $E$ the energy $\mu^2/(2\alpha)-\mu E$ is lowest at $\mu=\alpha E$, so $\alpha$ is the polarizability.

The atoms $A$ and $B$ are held at a distance $R$ along $z$. The potential of dipole $A$ is $\boldsymbol\mu_A\cdot\mathbf r/r^3$. The energy of dipole $B$ in it is $\boldsymbol\mu_B$ dotted into the gradient of that potential:

$$V_{\rm int}=\frac{\boldsymbol\mu_A\cdot\boldsymbol\mu_B-3\mu_{Az}\mu_{Bz}}{R^3}
=\sum_{x,y,z}\frac{s\,\mu_A\mu_B}{R^3},\qquad s=(1,1,-2).$$

This assumes displacements small compared with $R$ and neglects retardation. The three directions are independent. For one of them, write $a,b$ for the two dipole components and $t=s\alpha/R^3$. Then

$$V=\frac{a^2+b^2}{2\alpha}+\frac{t}{\alpha}\,ab .$$

Now set $u=(a+b)/\sqrt2$ and $v=(a-b)/\sqrt2$. Since $a^2+b^2=u^2+v^2$ and $ab=(u^2-v^2)/2$,

$$V=\frac{(1+t)u^2+(1-t)v^2}{2\alpha}.\tag{1}$$

The coupling has made one combination of dipoles softer and the other stiffer. Everything that follows depends on what is done with this function.

## What relaxation finds

If $|t|<1$ in every direction, both coefficients in (1) are positive. The minimum is at $u=v=0$, and its energy is zero. The largest $|t|$ is $2\alpha/R^3$, so the condition is $R^3>2\alpha$. The example has $\alpha=10$ bohr³, which puts the limit at 2.71 bohr, far inside the chosen $R=10$ bohr. At all distances beyond the limit the relaxed energy is the same, zero, so there is no force.

The dipole approximation is not to blame. In an undisplaced atom the core and the mobile charge coincide and cancel, so the atom produces no field at all. Its neighbour then feels no force, and the undisplaced pair is a stationary state of the full Coulomb energy too. The minimization quoted at the start used that full energy.

The story of the momentary dipole can also be followed step by step. Give $B$ a dipole $b$. Minimizing $V$ over $a$ gives $a=-tb$. Minimizing over $b$ with this $a$ gives $b'=-ta=t^2b$. Along $z$ in the example $t=-0.02$, so each round of mutual polarization multiplies the dipole by $0.0004$. Self-consistency extinguishes the initial dipole.

A permanent field changes this. Put an ion of unit charge on the axis, 10 bohr behind $A$ and so 20 bohr from $B$. Its fields are $f_A=1/10^2=0.01$ and $f_B=1/20^2=0.0025$ atomic units, along $z$. The energy gains the terms $-f_Aa-f_Bb$, and the minimum obeys

$$\frac a\alpha-\frac{2b}{R^3}=f_A,\qquad \frac b\alpha-\frac{2a}{R^3}=f_B .$$

Multiply the first equation by $a$, the second by $b$, and add. The left side is twice the quadratic part of the energy, so that part equals $\frac12(f_Aa+f_Bb)$. Adding the field terms gives

$$E_{\min}=-\tfrac12(f_Aa+f_Bb).$$

Solving the pair of equations gives

$$a=\frac{\alpha(f_A+2\alpha f_B/R^3)}{1-4\alpha^2/R^6}=\frac{10\,(0.01+0.00005)}{0.9996}=0.1005,$$

and in the same way $b=0.0270$, in units of $e$·bohr. Hence $E_{\min}=-5.36\times10^{-4}$ hartree, or $-1.41$ kJ/mol. Relaxation with the full Coulomb energy, using a Drude charge of $30\,e$ so that the displacements stay small, gives $-5.37\times10^{-4}$ hartree.

This is induction. In the dipole limit it is proportional to the square of the ion's charge, and it vanishes with that charge. For one atom at distance $D$ from a charge $Q$, the field is $Q/D^2$ and the energy is $-\alpha Q^2/(2D^4)$, a different distance law from that of dispersion.

## What zero-point motion adds

Give the mobile particle a mass $m$, so that $\omega^2=k/m$. In terms of dipoles the kinetic energy is $\frac12(m/q^2)(\dot a^2+\dot b^2)$, which equals $\frac12(m/q^2)(\dot u^2+\dot v^2)$. The variables $u$ and $v$ are therefore independent oscillators. Their stiffnesses in (1) are those of the free atom times $1\pm t$, so

$$\omega_\pm=\omega\sqrt{1\pm t}.$$

A quantum oscillator cannot rest at its minimum; its lowest energy is $\frac12\hbar\omega_\pm$. With $\sqrt{1\pm t}=1\pm\frac t2-\frac{t^2}8\pm\dots$, the linear terms cancel between the modes, and the change from the uncoupled pair is

$$\frac{\hbar\omega}{2}\left(\sqrt{1+t}+\sqrt{1-t}-2\right)\approx-\frac{\hbar\omega t^2}{8}.$$

The sum of $s^2$ over directions is $1+1+4=6$, so the sum of $t^2$ is $6\alpha^2/R^6$. To leading order in $\alpha/R^3$,

$$E_{\rm disp}=-\frac34\,\frac{\hbar\omega\,\alpha^2}{R^6}.\tag{2}$$

With $\hbar\omega=0.5$ hartree and $\alpha^2/R^6=100/10^6=10^{-4}$, this is $-0.75\times0.5\times10^{-4}=-3.75\times10^{-5}$ hartree, or $-0.098$ kJ/mol. Diagonalizing the coupled Hamiltonian in a product basis agrees with the formula to about 0.01% of its value. The dipole coupling itself is accurate only if the zero-point displacement, $\sqrt{\alpha\hbar\omega/2}/q=1.58/q$ bohr per direction with $q$ in units of $e$, is small against $R$. For $q=30\,e$ the higher multipoles change the result by 0.03%; for $q=1\,e$ the $R^{-8}$ and $R^{-10}$ terms add about 25% and 8% at 10 bohr.

The mean dipole of each atom remains zero, because the Hamiltonian is unchanged when all dipoles are reversed. The mean of their product does not vanish. To see its size, multiply $V_{\rm int}$ by a parameter $\lambda$. The energy shift becomes $\lambda^2E_{\rm disp}$ to leading order. Its derivative with respect to $\lambda$ is the mean of $V_{\rm int}$, because the energy of a normalized eigenstate does not change to first order when the state itself is varied. At $\lambda=1$ this gives

$$\langle V_{\rm int}\rangle=2E_{\rm disp}.$$

The computed value is $-7.50\times10^{-5}$ hartree. Half of this gain is paid back within the atoms. Each normal mode holds half its energy as kinetic energy, so the kinetic energy changes by $\frac12E_{\rm disp}$, a fall. The spring energy takes the remainder, $E_{\rm disp}-\frac12E_{\rm disp}-2E_{\rm disp}=-\frac32E_{\rm disp}$, a rise. Together they rise by $|E_{\rm disp}|$. The momentary dipoles of the story told above are thus real correlations, and zero-point motion maintains them.

## What classical thermal motion adds

Classical oscillators can also be kept away from the minimum, by heat. At fixed $R$ the momentum part of the classical partition function does not depend on $R$. The rest is a Gaussian integral over $u$ and $v$ with the energy (1):

$$Z=\sqrt{\frac{2\pi\alpha kT}{1+t}}\sqrt{\frac{2\pi\alpha kT}{1-t}} .$$

From here on $k$ in the product $kT$ is Boltzmann's constant. With $F=-kT\ln Z$, the change from $t=0$ is

$$\Delta F=\frac{kT}2\ln(1-t^2)\approx-\frac{kT\,t^2}{2},$$

and the sum over directions is

$$\Delta F_{\rm cl}=-\frac{3kT\alpha^2}{R^6}.\tag{3}$$

The power of $R$ is the same as in (2), but the energy scale is $kT$. Neither $\omega$ nor the mass appears. At 300 K, $kT=9.50\times10^{-4}$ hartree, so $\Delta F_{\rm cl}=-3\times9.50\times10^{-4}\times10^{-4}=-2.85\times10^{-7}$ hartree, or $-7.5\times10^{-4}$ kJ/mol. This is 0.76% of the zero-point value. At 600 K it doubles to $-5.70\times10^{-7}$ hartree, and as $T\to0$ it vanishes, which returns us to the relaxed pair.

Equation (3) is a free energy, and the distinction matters. Each of the two squared terms in (1) has mean value $\frac12kT$ whatever its coefficient, and so has each kinetic term. The mean total energy therefore does not depend on $R$. The attraction is entropic: the coupling enlarges the region of dipole values that heat can reach, by the factor $1/\sqrt{1-t^2}$ in each direction. At 300 K the mean coupling energy is $-5.70\times10^{-7}$ hartree, and the springs gain the same amount.

There is still a real mean force. Differentiating $-kT\ln Z$ with respect to $R$ gives $dF/dR=\langle\partial V/\partial R\rangle$. Since $V_{\rm int}\propto R^{-3}$, the mean force is

$$-\frac{dF}{dR}=\frac{3\langle V_{\rm int}\rangle}{R}=\frac{3\times(-5.70\times10^{-7})}{10}=-1.71\times10^{-7}\ \text{hartree/bohr},$$

where the minus sign means attraction.

## Two laws, one formula

It would be a new error to add (3) to (2). They are limits of one result. A quantum oscillator has

$$Z=\sum_{n\ge0}e^{-(n+1/2)\hbar\omega/kT}=\frac1{2\sinh y},\qquad y=\frac{\hbar\omega}{2kT},$$

and so the free energy $f=kT\ln(2\sinh y)$. Treat $f$ as a function of $w=\omega^2$. The coupled modes have $w(1\pm t)$, and to second order the change is

$$f(w+wt)+f(w-wt)-2f(w)\approx w^2t^2f''(w).$$

Since $d/dw=(1/2\omega)\,d/d\omega$ and $dy/d\omega=y/\omega$,

$$f'(w)=\frac{\hbar\coth y}{4\omega},\qquad
w^2f''(w)=-\frac{\hbar\omega}{8}\left[\coth y+\frac{y}{\sinh^2y}\right].$$

Summing $t^2$ over directions as before gives

$$\Delta F=-\frac34\frac{\hbar\omega\alpha^2}{R^6}\left[\coth y+\frac{y}{\sinh^2y}\right].\tag{4}$$

When the oscillators are cold, $y$ is large, the bracket tends to 1, and (2) returns. When they are hot, $y$ is small and each term tends to $1/y$. The bracket becomes $2/y=4kT/\hbar\omega$, and (3) returns. The table gives the bracket, computed from the energy levels, beside the classical law in the same units.

| $kT/\hbar\omega$ | quantum | classical |
|---:|---:|---:|
| 0.10 | 1.00 | 0.40 |
| 0.25 | 1.19 | 1.00 |
| 0.50 | 2.04 | 2.00 |
| 1.00 | 4.01 | 4.00 |

The limiting laws cross at $kT=\hbar\omega/4$, which is about 39,500 K here. At 300 K the quantum free energy of interaction is $-3.75\times10^{-5}$ hartree, the zero-point value to the digits shown. The classical figure at 300 K is what classical statistics puts in place of that value, not a correction to it.

Nor can one obtain (2) by putting the zero-point energy $\hbar\omega/2$ in place of $kT$ in (3). That gives $-7.50\times10^{-5}$ hartree, too large by a factor of two. Equation (4) shows why: in the hot limit its two terms contribute equally, while in the cold limit the second one dies out.

## What a relaxed model leaves out

The ion and the fluctuations can now be put together. Measure the dipoles from their relaxed values in the field. The terms linear in the deviations vanish, because the relaxed state is a minimum. The quadratic terms are those of (1), because a uniform shift of the variables does not alter second derivatives. The kinetic energy is unaffected too. Hence

$$\text{(free) energy}=E_{\min}(\text{field})+\text{fluctuation part (no field)}.$$

Relaxation keeps the first term and discards the second. The numerical check confirms the split: switching on the ion's field shifts both the quantum ground-state energy and the classical free energy at 300 K by $-5.365\times10^{-4}$ hartree, the induction energy found above. The separation relies on harmonic springs and on coupling linear in each dipole. With anharmonic springs the stiffness would depend on the field, and the two parts would mix. The check also took the ion's field as uniform over each atom. The gradient of the field changes the stiffness even of harmonic springs: with the full Coulomb energy the ion shifts the harmonic zero-point part by less than 0.1% of $E_{\rm disp}$ for $q=30\,e$, but by about half of $E_{\rm disp}$ for $q=1\,e$.

A simulation that relaxes its Drude particles at every step therefore needs a separate dispersion term. The same holds if the particles are given a small temperature of their own. If they sample the classical distribution at 1 K, equation (3) gives $-9.5\times10^{-10}$ hartree, about $2.5\times10^{-5}$ of the zero-point value.

The belief is right about the model and wrong about the treatment. Coupled Drude oscillators do carry dispersion, in the dependence of their frequencies on $R$. The energy at the minimum does not contain $\hbar\omega$: without a field it is zero, and in a field the factors $1\pm t$ enter it only through the induction energy.

## Numbers as computed

```
polarizability alpha = 10.0 bohr^3
oscillator quantum hbar*omega = 0.50 hartree
distance R = 10.0 bohr; alpha/R^3 = 0.0100
stability limit (2 alpha)^(1/3) = 2.714 bohr
Coulomb coupling numbers s (x, y, z) = 1.0000 1.0000 -2.0000
Drude charge in relaxation tests = 30 e
relaxed neutral pair: |energy| = 1.8e-14 hartree
ion charge = 1 e, 10 bohr behind atom A
ion field at A, B = 0.01000, 0.00250 a.u.
induced dipoles A, B = 0.10054, 0.02701 e*bohr
induction, atoms uncoupled = -5.31250e-04 hartree
induction, atoms coupled = -5.36465e-04 hartree
  same in kJ/mol = -1.4085
induction, full Coulomb relaxation = -5.36803e-04 hartree
distance exponent, ion and one atom = -4.001
zero-point interaction, diagonalized = -3.75035e-05 hartree
zero-point interaction, leading formula = -3.75000e-05 hartree
  diagonalized, in kJ/mol = -0.09847
C6 from leading formula = 37.50 hartree*bohr^6
distance exponent, zero-point = -6.0001
ground-state mean coupling energy = -7.50141e-05 hartree
kT at 300 K = 9.50043e-04 hartree
classical free energy at 1 K = -9.5019e-10 hartree
classical free energy at 300 K = -2.8506e-07 hartree
classical free energy at 600 K = -5.7011e-07 hartree
  300 K value in kJ/mol = -7.484e-04
classical mean coupling, 300 K = -5.7020e-07 hartree
|change of mean potential|, 300 K = 4.3e-19 hartree
mean force, 300 K = -1.7106e-07 hartree/bohr
-dF/dR, 300 K = -1.7110e-07 hartree/bohr
classical 300 K / zero-point = 0.00760
classical 1 K / zero-point = 2.534e-05
quantum free energy at 300 K = -3.75035e-05 hartree
field shift, quantum ground state = -5.36465e-04 hartree
field shift, classical 300 K = -5.36465e-04 hartree
interaction free energy / leading zero-point value:
kT/(hbar*omega)  diagonalized  formula  classical law
      0.10         1.0011     1.0010     0.4000
      0.25         1.1895     1.1894     1.0000
      0.50         2.0374     2.0371     2.0000
      1.00         4.0059     4.0053     4.0000
limiting laws cross at T = 39472 K
classical law with kT = hbar*omega/2: -7.5000e-05 hartree
```
